# Edge Pressure and the Bending Length of a Stacked Polishing Pad

**Q.** I am told that a polishing plate on an elastic foundation carries an edge disturbance inward over a length set by the fourth root of bending rigidity over foundation stiffness. Which plate, which foundation, and the pressure on what?

**A.** Take a hard top pad bonded to a soft subpad, with a wafer pressed face down on it. The top pad is the plate and the subpad belongs to the foundation. The quantity wanted is the contact pressure $p$ on the wafer.

Let the wafer occupy $x<0$, with a straight edge at $x=0$ and bare pad at $x>0$. The pad deflection $w(x)$ and the thickness coordinate $z$, measured from the pad's midplane, are positive downward. The wafer is flat, rigid and free of tilt, and there is no retaining ring. The subpad pushes back with pressure $k_sw$, each point acting as a separate spring. Every one of these assumptions can be questioned later.

**Q.** Start with the rigidity. Why should it contain Poisson's ratio?

**A.** Because the pad cannot strain along the edge, in the $y$ direction. Thin-plate bending gives $\varepsilon_{xx}=-zw''$, and the effect of $\sigma_{zz}$ on the moment is neglected, as is allowed when $h$ is small beside the length over which the pad bends. From $\varepsilon_{yy}=(\sigma_{yy}-\nu\sigma_{xx})/E=0$ we get $\sigma_{yy}=\nu\sigma_{xx}$, hence

$$\varepsilon_{xx}=\frac{\sigma_{xx}-\nu\sigma_{yy}}{E}=\frac{1-\nu^2}{E}\sigma_{xx}.$$

The moment per unit edge length is therefore

$$M=\int_{-h/2}^{h/2}z\sigma_{xx}\,dz=-\frac{E}{1-\nu^2}\,\frac{h^3}{12}\,w''=-Dw'',\qquad D=\frac{Eh^3}{12(1-\nu^2)}.$$

Let $Q$ be the downward shear force on a face looking toward $+x$. Without shear traction on the pad's faces, moment balance gives $M'=Q$. Vertical balance gives $Q'+p-k_sw=0$. Thus $M''=-p+k_sw$, and inserting $M=-Dw''$,

$$Dw''''+k_sw=p.$$

**Q.** You have one equation for two unknowns, $w$ and $p$.

**A.** The contact supplies the other. A pad surface is rough, and its asperities compress. If the pad sinks away from the flat wafer, the asperities relax and the pressure falls. Far inside, everything is uniform, with $p=p_0$ and $w=w_\infty=p_0/k_s$. Linearised about that state,

$$p=p_0-k_c(w-w_\infty),$$

where $k_c$ is the tangent stiffness of the contact layer. Put $u=w-w_\infty$. Since $k_sw=p_0+k_su$, the plate equation becomes $Du''''+p_0+k_su=p_0-k_cu$, or

$$Du''''+(k_s+k_c)u=0\quad(x<0).$$

Outside, $p=0$ and $Dw''''+k_sw=0$.

**Q.** So under the wafer the foundation is not the subpad alone?

**A.** It is the sum. Relative to a fixed wafer, the plate is held by springs below and above, and both resist a displacement. A trial solution $e^{qx}$ needs $q^4=-(k_s+k_c)/D$. Because $(\pm1\pm i)^4=-4$, the four roots are $q=(\pm1\pm i)/L$ with

$$L=\left(\frac{4D}{k_s+k_c}\right)^{1/4}=\sqrt2\left(\frac{D}{k_s+k_c}\right)^{1/4}.$$

Outside, the same argument gives $L_o=(4D/k_s)^{1/4}$. The fourth-root law holds in this model, but the length governing wafer pressure is $L$. Using the subpad stiffness alone would give $L_o$, which is too long.

**Q.** A decay length says nothing about size. Perhaps the amplitude is negligible.

**A.** Match the two sides. With $a=1/L$, $b=1/L_o$ and $r=b/a=L/L_o$, the bounded solutions are

$$u=e^{ax}(A\cos ax+B\sin ax),\qquad w=e^{-bx}(C\cos bx+F\sin bx),$$

for $x<0$ and $x>0$ respectively. The contact pressure is finite, so no concentrated force or couple acts at the edge. Deflection, slope, moment and shear force are continuous there, and hence so are $w$ and its first three derivatives:

$$w_\infty+A=C,\qquad a(A+B)=b(F-C),$$
$$2a^2B=-2b^2F,\qquad 2a^3(B-A)=2b^3(C+F).$$

Dividing the last three by $a$, $2a^2$ and $2a^3$ gives

$$A+B=r(F-C),\qquad B=-r^2F,\qquad B-A=r^3(C+F).$$

Eliminate $B$ from the first and third of these:

$$A=r(1+r)F-rC,\qquad A=-r^2(1+r)F-r^3C.$$

Equating them, $r(1+r)^2F=r(1-r^2)C$, so $F=C(1-r)/(1+r)$. The first expression for $A$ then gives $A=r(1-r)C-rC=-r^2C$. Continuity of deflection yields $C=w_\infty/(1+r^2)$. Finally $B=-r^2F=A(1-r)/(1+r)$.

For the pressure, use $p-p_0=-k_cu$ and $p_0=k_sw_\infty$. Since $r^4=k_s/(k_s+k_c)$, we have $k_c/k_s=r^{-4}-1$, and the amplitude is

$$-\frac{k_cA}{p_0}=\frac{1-r^4}{r^4}\,\frac{r^2}{1+r^2}=\frac{1-r^2}{r^2}.$$

With $s=-x$, the distance inward from the edge, the sine changes sign:

$$\frac{p}{p_0}-1=\left(\frac1{r^2}-1\right)e^{-s/L}\left[\cos\frac sL-m\sin\frac sL\right],\qquad m=\frac{1-r}{1+r}.$$

At the edge, $p(0)/p_0=r^{-2}=\sqrt{1+k_c/k_s}$. The amplitude is comparable with $p_0$ whenever the two stiffnesses are comparable.

**Q.** The rigidity has vanished from the edge pressure. I would expect a stiffer plate to press harder.

**A.** There is a shorter route that shows why it does not. Multiply the inner equation by $u'$. It becomes a total derivative:

$$\frac{d}{dx}\left[Du'''u'-\tfrac12Du''^2+\tfrac12(k_s+k_c)u^2\right]=0.$$

The bracket vanishes far inside, so it is zero throughout $x<0$. The same bracket with $k_sw^2$ in the last term is zero throughout $x>0$. The derivative terms agree at the edge, leaving

$$(k_s+k_c)u(0)^2=k_sw(0)^2.$$

The pad rises towards its unloaded side, so $u(0)<0<w(0)$, and $-u(0)=r^2w(0)$. Together with $w(0)=w_\infty+u(0)$ this reproduces $w(0)=w_\infty/(1+r^2)$. Rigidity spreads the disturbance without changing its edge value. Physically, the bare pad outside is pushed down by the wafer through the plate. The extra pressure near the edge supplies part of that force; the rest is available because the subpad under the wafer's edge is compressed less and pushes back less.

**Q.** Then the extra force ought to know about the outside length.

**A.** It does. Both $\int_0^\infty e^{-t}\cos t\,dt$ and $\int_0^\infty e^{-t}\sin t\,dt$ equal $1/2$. The excess force per unit edge length is therefore

$$\int_0^\infty(p-p_0)\,ds=p_0L\,\frac{1-r^2}{r^2}\,\frac{1-m}{2}=p_0L\,\frac{1-r^2}{r^2}\,\frac{r}{1+r}=p_0L\,\frac{1-r}{r}=p_0(L_o-L),$$

where $1-m=2r/(1+r)$ was used. For a round wafer of radius $R\gg L_o$, multiply by the circumference $2\pi R$ and divide by the area $\pi R^2$. To leading order the mean pressure is $p_0[1+2(L_o-L)/R]$.

**Q.** You also have a cosine. Does the pressure fall below its central value?

**A.** Yes. With $t=s/L$, the first crossing satisfies $\tan t=1/m=(1+r)/(1-r)=\tan(\pi/4+\arctan r)$, so

$$s_1=L\left(\frac\pi4+\arctan r\right),$$

and later crossings follow at intervals $\pi L$. For the dip, differentiate:

$$\frac{d}{dt}\left[e^{-t}(\cos t-m\sin t)\right]=-\frac{2e^{-t}}{1+r}(\cos t+r\sin t).$$

The first zero is at $t_2=\pi/2+\theta$ with $\theta=\arctan r$. There $\cos t_2=-\sin\theta$, $\sin t_2=\cos\theta$ and $\cos\theta=1/\sqrt{1+r^2}$. The square bracket in the pressure formula equals

$$-\cos\theta\,(r+m)=-\frac{1}{\sqrt{1+r^2}}\,\frac{1+r^2}{1+r}=-\frac{\sqrt{1+r^2}}{1+r}.$$

Multiplying by the amplitude $(1-r)(1+r)/r^2$ gives the dip as a fraction of $p_0$:

$$d=\frac{(1-r)\sqrt{1+r^2}}{r^2}\,e^{-t_2}.$$

**Q.** Make the contact very stiff. Then $L$ goes to zero while the edge pressure diverges. Has the fourth-root law saved anything?

**A.** That limit exposes a condition on the result. For $k_c\gg k_s$, $r$ is small and $d$ grows without bound, approaching $e^{-\pi/2}/r^2$ only when $r$ is very small. Once $d$ exceeds 1, the formula demands tension between pad and wafer, which an unbonded contact cannot supply. Solving $d=1$ gives lift-off at $k_c/k_s=86.0$. A separate numerical solution of the linear problem had positive pressure everywhere at 0.9 times that ratio and a negative minimum at 1.1 times it. Beyond lift-off the contact region itself must be found, and the present formula no longer applies. The threshold belongs to the linear contact law. At that ratio the edge pressure would be about $9p_0$, far outside the range of the linearisation, and a contact whose pressure falls exponentially with the gap never demands tension. For a real rough pad the linear formula fails well before this point.

In the opposite limit, $k_c\ll k_s$, $r$ tends to 1 and the edge ratio is about $1+k_c/(2k_s)$. A soft contact layer evens out the pressure.

**Q.** Put numbers in, for a real polishing stack.

**A.** Consider a hard polyurethane pad on felt, polishing a 300 mm silicon wafer, with rough typical values. The top pad has $E=300$ MPa, $\nu=0.30$ and $h=1.30$ mm. The felt has modulus 3.0 MPa, thickness 1.30 mm and a Poisson ratio taken as zero. Take $p_0=20$ kPa and $k_c=4.00$ kPa/µm. Then

$$D=\frac{(3.00\times10^8)(1.30\times10^{-3})^3}{12(1-0.30^2)}=0.0604\ \text{N m},$$

$$k_s=\frac{3.0\ \text{MPa}}{1.30\ \text{mm}}=2.31\ \text{kPa/µm},\qquad k_s+k_c=6.31\ \text{kPa/µm}.$$

Since 1 kPa/µm is $10^9$ Pa/m,

$$L=\left(\frac{4\times0.0604}{6.31\times10^9}\right)^{1/4}\text{m}=2.49\ \text{mm},\qquad L_o=\left(\frac{4\times0.0604}{2.31\times10^9}\right)^{1/4}\text{m}=3.20\ \text{mm}.$$

So $r=0.778$, and the edge pressure is $20/0.778^2\approx33$ kPa, or 4.8 psi. The pressure is 27.6 kPa at 1 mm, 20.9 kPa at 3 mm and 19.1 kPa at 5 mm. It crosses $p_0$ at 3.6 mm and has its minimum, 5% below $p_0$, at 5.6 mm. If removal rate is proportional to pressure at fixed sliding speed, the model's edge removes material 65% faster than the centre.

The excess force is $20\ \text{kPa}\times(3.198-2.487)\ \text{mm}=14.2$ N/m. It raises the mean pressure of the round wafer by 0.95% above $p_0$.

**Q.** And the fourth root itself? You solved an equation that already contained it.

**A.** It was tested against a discretised energy model of the plate, with deflection and rotation as separate unknowns and no exponentials assumed. Its shear stiffness was raised ten-thousandfold to reach the thin-plate limit. Besides the example, four cases were run, each with one change: $D$ times 16, $k_s$ times 3, $k_c$ times 5, and $k_c$ times 0.2. The length measured from the spacing of pressure crossings agreed with $L$ within $1.4\times10^{-5}$ of its value. The pressure profiles agreed within $5.6\times10^{-5}\,p_0$.

For a practical comparison, double the top pad's thickness at fixed modulus, $k_s$ and $k_c$. Then $D$ rises eightfold and $L$ grows by $8^{1/4}=1.68$, to 4.18 mm. The edge pressure stays the same.

**Q.** Your length is less than twice the pad's thickness. Is that a thin plate?

**A.** Marginally, so let the cross-section rotate by an angle $\varphi$ different from $w'$. The shear force is $S(w'-\varphi)$, with $S=\tfrac56Gh$ and $G$ the pad's shear modulus. Neighbouring parts of the subpad also drag on each other. If its vertical displacement falls linearly to zero through its thickness $H$, and its sideways motion is neglected, its shear energy per area is

$$\tfrac12G_s\int_0^H w'^2(1-z_s/H)^2dz_s=\tfrac12Tw'^2,\qquad T=G_sH/3,$$

where $z_s$ is depth in the subpad and $G_s$ its shear modulus. With $k=k_s+k_c$, moment and force balance under the wafer read

$$D\varphi''+S(w'-\varphi)=0,\qquad S(w''-\varphi')+Tw''-ku=0.$$

For $e^{qx}$ the first gives $\varphi=Squ/(S-Dq^2)$. Substitution in the second gives

$$D(S+T)q^4-(TS+kD)q^2+kS=0.$$

The middle term makes the real part of $q^2$ positive, so decay becomes faster and oscillation slower. Here the decay length becomes 2.38 mm and the oscillation length 2.62 mm, instead of a common 2.49 mm. In this estimate, which leaves out the subpad's sideways motion, the correction is about 5%. Plane-strain elasticity of the two bonded layers gives 2.38 and 2.64 mm. It moves the first crossing from 3.6 to 3.8 mm, the dip from 5% at 5.6 mm to 4% at 5.8 mm, and the excess force from 14.2 to 15.3 N/m. The pure fourth-root law is thus a thin-plate, separate-spring approximation.

**Q.** Does that correction spoil the edge pressure as well?

**A.** No; the numerical value stays at 33.07 kPa with either effect added. The reason is the same kind of conserved quantity. Multiply the two balances by $\varphi'$ and $w'$ and add; the mixed terms cancel, leaving

$$\frac{d}{dx}\left[\tfrac12D\varphi'^2-\tfrac12S\varphi^2+\tfrac12(S+T)w'^2-\tfrac12ku^2\right]=0.$$

Rotation, moment and vertical force are continuous at the edge, so $\varphi$, $\varphi'$ and $w'$ are too. Once more $ku(0)^2=k_sw(0)^2$.

**Q.** Real polishers have retaining rings. Surely the ring removes your edge peak.

**A.** It can more than remove it. With the ring represented by a uniform pressure of 30 kPa over a 25 mm width, starting 1 mm from the wafer, the computed edge pressure drops from 33.1 to 18.9 kPa. A smaller maximum remains inside the edge: at 3 mm the pressure is still 20.9 kPa. The ring changes the conditions at the edge, not the equation under the wafer. It therefore changes amplitude and phase but leaves $L$ alone. The length measured with the ring was 2.49 mm, as before.

**Q.** And the rigid wafer? Silicon less than a millimetre thick bends.

**A.** This assumption matters for the reach. Suppose a membrane presses the wafer's back with uniform pressure $p_0$, and let $v$ be the wafer's extra downward deflection. Over distances much longer than $L$, pad bending is small and the contact and subpad act in series: $k_c(v-u)=k_su$. The pressure change is then

$$p-p_0=k_su=k_{\rm ser}v,\qquad k_{\rm ser}=\frac{k_sk_c}{k_s+k_c}.$$

The wafer, of rigidity $D_w$, obeys $D_wv''''+k_{\rm ser}v=0$, which has its own length

$$L_w=\left(\frac{4D_w}{k_{\rm ser}}\right)^{1/4}.$$

For a 0.775 mm wafer with $E=160$ GPa and $\nu=0.22$, treated as isotropic, $D_w=6.52$ N m, 108 times the pad's value. The formula gives 11.6 mm, and the full two-plate calculation also gives 11.6 mm. With the cubic elastic constants of a (100) wafer the length is 11.1 mm along [100] and 11.6 mm along [110]. The edge pressure falls to 29.2 kPa. The dip deepens to 17.9 kPa near 5 mm, and at 10 mm the pressure is 19.3 kPa, against 19.9 kPa for a rigid wafer. The disturbance now has a short part set by the pad and a weaker, longer part set by the wafer.

**Q.** How far, then, would you trust the example for an actual machine?

**A.** The stack and pressure are in a realistic range, but the moduli and contact stiffness are rough. A carrier that combines a flexible membrane with a retaining ring breaks two assumptions of the basic case; of the effects sized here, the ring moves the edge pressure most. The contact also stiffens under load. With $p=p_0e^{-k_cu/p_0}$, which has the same tangent stiffness at $p_0$, the edge pressure rises to 37.3 kPa. Friction with coefficient 0.40 adds a couple $\pm\mu ph/2$ per area through traction on the pad's upper face. Its two signs, for pad motion into and out of the wafer's edge, give 32.0 and 34.2 kPa.

The remaining estimates are smaller. The round edge changes the edge pressure by less than 0.1 kPa, and bulk compression of the top pad, whose compliance $h/E$ is 1.7% of the contact's, acts at the edge in series with the subpad and raises the edge pressure by less than 0.1 kPa. For density 800 kg/m³ and speed 1 m/s, the inertia term $\rho hV^2$ is $5\times10^{-5}$ of $\sqrt{kD}$, the corresponding bending scale. Viscoelastic relaxation, slurry pressure, pad grooves and the wafer's bevel are not included and could change the profile. The numerical output lists the separate cases.

**Q.** How should the original claim be worded, then?

**A.** For a thin linear pad on local springs, in unbroken contact with a rigid flat wafer, edge disturbances of the wafer pressure decay over $\sqrt2\,[D/(k_s+k_c)]^{1/4}$. If the wafer can bend, a second length has to be stated beside it.

## Computed results

```
INPUTS (rough typical values)
far pressure p0 = 20.0 kPa
top pad: E = 300 MPa, nu = 0.30, h = 1.30 mm
subpad: E = 3.0 MPa, h = 1.30 mm
contact stiffness kc = 4.00 kPa/um
wafer radius = 150 mm, thickness = 0.775 mm
silicon: E = 160 GPa, nu = 0.22
friction coefficient = 0.40
ring: 30 kPa, gap 1.0 mm, width 25 mm
pad density = 800 kg/m3, speed = 1.0 m/s
RESULTS OF THE BASE MODEL
D = 0.06036 N m; by stress integration 0.06036 N m
subpad stiffness ks = 2.308 kPa/um
total stiffness ks+kc = 6.308 kPa/um
(D/(ks+kc))^(1/4) = 1.759 mm
length under wafer L = 2.487 mm
length outside Lo = 3.198 mm; r = 0.7777
far deflection = 8.67 um; at edge 5.40 um
edge pressure = 33.07 kPa = 4.80 psi; ratio 1.6533
first crossing at 3.60 mm
dip at 5.55 mm, depth 5.00 %
pressure at 1 mm = 27.62 kPa
pressure at 2 mm = 23.53 kPa
pressure at 3 mm = 20.94 kPa
pressure at 5 mm = 19.06 kPa
pressure at 8 mm = 19.48 kPa
excess edge force = 14.22 N/m
round wafer mean/p0: formula 1.00948, numeric 1.00950
L with doubled top pad = 4.183 mm; factor 1.682
lift-off at kc/ks = 86.0; example has 1.733
largest profile error in tests = 5.6e-05 p0
largest relative length error = 1.4e-05
NEGLECTED EFFECTS: pressure in kPa at 0, 3, 10 mm
base model: 33.07, 20.94, 19.87
plate shear: 33.07, 20.83, 19.87
subpad coupling: 33.07, 21.04, 19.87
round edge: 33.14, 20.94, 19.87
exponential contact: 37.33, 20.66, 19.89
friction couple +: 31.99, 20.77, 19.87
friction couple -: 34.18, 21.07, 19.88
retaining ring: 18.87, 20.89, 19.96
flexible wafer: 29.17, 19.20, 19.30
length under wafer with ring = 2.487 mm
shear + coupling: decay 2.381 mm, oscillation 2.617 mm
wafer rigidity = 6.522 N m; ratio to pad 108
wafer length: formula 11.56 mm, numeric 11.61 mm
contact decay height p0/kc = 5.00 um
pad bulk / contact compliance = 1.73 %
inertia / bending term = 5.3e-05
```
